\section*{Choosing a slow bias waveform for a prescribed ion energy distribution}

\section{The setting and its result}

The setting treated here is the voltage table of a programmable bias supply: the shape of one cycle and its period $T$. The aim is a prescribed distribution of ion energies at a biased wall. Let $F(E)$ be the desired fraction of ions with energy at most $E$, and let
\begin{equation}
Q(u)=\min\{E: F(E)\ge u\},\qquad 0<u<1,
\end{equation}
be its inverse. For a slow cycle and a constant supply of ions, the sheath voltage should be
\begin{equation}
V(t)=Q(u(t))-\frac{T_e}{2},\qquad u(t)=1-\left|1-\frac{2t}{T}\right| .
\label{eq:result}
\end{equation}
Energies are in eV, and voltages and the electron temperature $T_e$ are in V, so their numerical values can be added. $V$ is the positive potential drop from the plasma edge to the wall. With a conducting wall at potential $V_w$ and a plasma edge at $V_p$, the supply must produce $V_w=V_p-V$.

The model is a planar, collisionless sheath of singly charged ions of mass $M$. Ions cross a fixed plane upstream of the sheath at the constant flux $\Gamma_0=n_su_B$, where $n_s$ is the density at the sheath edge and $u_B=\sqrt{eT_e/M}$ is the Bohm speed. The voltage stays well above $T_e$. ``Slow'' means that $T$ is long compared with both the ion transit time and $s/u_B$, where $s$ is the sheath thickness. Energies that are rare in the target need a longer period still, as equation (\ref{eq:period}) shows.

\section{Why the inverse distribution is the waveform}

An ion enters the sheath with kinetic energy $Mu_B^2/2=eT_e/2$. If the voltage hardly changes during its flight, it reaches the wall with
\begin{equation}
E=V(t)+T_e/2=Q(u(t)).
\end{equation}
In this limit the wall flux is also constant, so the fraction of ions below an energy equals the fraction of time spent below it.

Since $F$ is non-decreasing and continuous from the right, the energies with $F(E)\ge u$ form an interval that starts at $Q(u)$ and includes it. Hence
\begin{equation}
Q(u)\le E\quad\Longleftrightarrow\quad u\le F(E).
\end{equation}
The variable $u(t)$ rises from 0 to 1 in half a period and falls back in the other half. It is below a number $a$ for a time $aT/2$ in each half, or $aT$ in all. Setting $a=F(E)$ gives the required time fraction $F(E)$.

Where the density $f=dF/dE$ is positive, differentiating $F(Q(u))=u$ gives $f\,dQ/du=1$. Since $du/dt=\pm2/T$,
\begin{equation}
\frac{dV}{dt}=\pm\frac{2}{Tf(E)} .
\label{eq:slew}
\end{equation}
The waveform lingers at common energies and hurries through rare ones.

The table is made in four steps:
\begin{enumerate}
\item Integrate $f$ over energy and divide by the total, which gives $F$.
\item For each time, compute $u(t)$ and find $Q(u)$ by bisection.
\item Subtract $T_e/2$.
\item Use the second half of the cycle as the mirror image of the first.
\end{enumerate}

\section{Sheath thickness}

The thickness is needed to decide how slow is slow enough. Let $x$ be the distance from the sheath edge towards the wall and $\psi(x)$ the potential drop. In the Child model electrons are absent, and the entry speed is neglected in the ion density, which is $\Gamma_0/\sqrt{2e\psi/M}$. Poisson's equation is then
\begin{equation}
\psi''=A\psi^{-1/2},\qquad
A=\frac{e\Gamma_0}{\epsilon_0}\sqrt{\frac{M}{2e}}
=\frac{en_s}{\epsilon_0}\sqrt{\frac{T_e}{2}}
=\frac{T_e^{3/2}}{\sqrt2\,\lambda_D^2},
\end{equation}
with $\lambda_D^2=\epsilon_0T_e/(en_s)$. Multiply by $\psi'$ and integrate from the edge, where $\psi=\psi'=0$:
\begin{equation}
\tfrac12\psi'^2=2A\psi^{1/2},\qquad
\psi'=2\sqrt A\,\psi^{1/4},\qquad
\psi^{3/4}=\tfrac32\sqrt A\,x .
\end{equation}
At the wall $\psi=V$ and $x=s$, so
\begin{equation}
s=\frac{2V^{3/4}}{3\sqrt A}
=\frac{\sqrt2}{3}\lambda_D\left(\frac{2V}{T_e}\right)^{3/4},
\qquad \psi=V\left(\frac{x}{s}\right)^{4/3}.
\label{eq:child}
\end{equation}
For a slow waveform this profile is assumed to hold at each instant with the current value of $V$.

\section{What a finite period changes}

\subsection{The energy lags the voltage}

Let $y$ be the height above the wall, so that $x=s(t)-y$. Write $s=KV^{3/4}$ with constant $K$. Then $\psi=(x/K)^{4/3}$, and at fixed $y$
\begin{equation}
\frac{\partial\psi}{\partial t}
=\frac43\frac{x^{1/3}}{K^{4/3}}\dot s
=\frac43\frac{x^{1/3}V}{s^{4/3}}\,\frac{3s\dot V}{4V}
=\dot V\left(\frac{x}{s}\right)^{1/3}.
\end{equation}
The potential is $\phi=-\psi$. The total energy $H=Mv^2/2+e\phi$ changes along an orbit at the rate $e\,\partial\phi/\partial t$. It starts as $eT_e/2$, and at the wall $\phi=-V(t_a)$, where $t_a$ is the arrival time. To first order in $\dot V$,
\begin{equation}
E=V(t_a)+\frac{T_e}{2}-\dot V\theta,\qquad
\theta=\int\left(\frac{x}{s}\right)^{1/3}dt .
\end{equation}
The integral may be taken along the orbit at constant voltage. Set $w=(x/s)^{1/3}$, so $dx=3sw^2dw$, and $v_0^2=2eV/M$. The ion speed is $\sqrt{u_B^2+v_0^2w^4}$, and
\begin{equation}
\theta=3s\int_0^1\frac{w^3\,dw}{\sqrt{u_B^2+v_0^2w^4}}
=\frac{3s}{2v_0^2}(v_w-u_B)
=\frac{3s}{2(v_w+u_B)} .
\label{eq:theta}
\end{equation}
Here $v_w=\sqrt{u_B^2+v_0^2}$ is the wall speed, and the last step uses $v_0^2=(v_w-u_B)(v_w+u_B)$. The transit time is
\begin{equation}
\tau=3s\int_0^1\frac{w^2\,dw}{\sqrt{u_B^2+v_0^2w^4}} .
\end{equation}
For $u_B\ll v_0$ these become $\tau=3s/v_0$ and $\theta=\tau/2$: the ion responds to the voltage half a transit time before it lands. This limit is approached slowly: in the example below, $\theta/\tau$ is still between 0.62 and 0.65.

\subsection{The wall flux is modulated}

A sheath edge moving into the plasma at speed $\dot s$ meets ions at the rate $n_s(u_B+\dot s)$. To leading order the sheath holds $\Gamma_0\tau$ ions per unit area. What enters and is not stored reaches the wall:
\begin{equation}
\frac{\Gamma_w}{\Gamma_0}=1+\frac{\dot s}{u_B}-\frac{d\tau}{dt}.
\label{eq:flux}
\end{equation}
A constant upstream flux therefore gives a constant wall flux only in the slow limit. If the edge retreats faster than $u_B$, no ions cross it, so $|\dot s|<u_B$ is a minimum requirement; the expansion needs $|\dot s|\ll u_B$.

\subsection{Why the mirrored cycle is better}

Both corrections change sign with $\dot V$. To see what this does to the distribution, count the ions below an interior energy $E$. Let the slow waveform reach $E$ at $t_E=TF(E)/2$ while rising. The lag moves this crossing to $t_E+\theta$. The excess flux up to that point adds, in units of time,
\begin{equation}
B=\frac{s(V)-s(V_{\min})}{u_B}-[\tau(V)-\tau(V_{\min})],
\end{equation}
because (\ref{eq:flux}) integrates directly. On the falling side the lag delays the crossing and shortens the time below $E$ by $\theta$, while the flux correction is $-B$. To first order the two counts, divided by $\Gamma_0$, are
\begin{equation}
N_{\rm rise}=t_E+\theta+B,\qquad N_{\rm fall}=t_E-\theta-B,
\end{equation}
and their sum is $2t_E=TF(E)$. The first-order error has cancelled.

The next terms in the count are times of order $1/T$, which become fractions of order $1/T^2$. At a turning point the voltage error is of order $\tau|\dot V|\propto1/T$ and affects a fraction of order $\tau/T$ of the ions. Its share of the mean energy error is again of order $1/T^2$. This argument needs a smooth density that is positive throughout a single interval.

A sawtooth, $u=t/T$, has the same slow limit but no falling branch to supply the cancellation. Its return jump also catches a fraction of order $\tau/T$ of the ions in flight. Its error is of order $1/T$.

\section{Discrete energies and gaps}

If a fraction $p$ of the ions should have one energy, $Q(u)$ is constant over a range $p$ of $u$. The waveform then has plateaus of total duration $pT$. If no ions are wanted between two energies separated by $\Delta$, $Q$ jumps, and a jump is never slow.

A real supply crosses the gap in some time $t_r$, once up and once down. Let $\Delta s$ be the change of sheath thickness across the gap. For a linear crossing with $t_r$ long compared with both $\tau$ and $\Delta s/u_B$, the unwanted fraction and the lag are approximately
\begin{equation}
p_{\rm gap}=\frac{2t_r}{T},\qquad \delta E=\frac{\Delta\,\theta}{t_r}.
\end{equation}
Shortening the crossing increases the lag, and it removes unwanted ions only down to a floor: the advancing edge sweeps up the ions in $\Delta s$, a fraction of order $\Delta s/(u_BT)$, and ions in flight add a fraction of order $\tau/T$. For a gap from 60 to 140 eV in the argon plasma of the next section, with $T=10\,\mu$s, the formula puts 0.19, 0.057 and 0.002 of the ions between 62 and 138 eV for $t_r=1$, 0.3 and $0.01\,\mu$s. Orbits in the Child potential give 0.19, 0.066 and 0.037, and with the ions' own space charge following the voltage the fractions are about 0.21, 0.11 and 0.09. A longer period at fixed $t_r$ reduces $p_{\rm gap}$ without changing $\delta E$.

\section{Worked example: two peaks in argon}

Take $n_s=2\times10^{10}$ cm$^{-3}$, $T_e=3$ eV, argon gas at 2 mTorr and 400 K, and $T=10\,\mu$s (100 kHz). The wall conducts and has a dc return. The target from 50 to 150 eV is
\begin{equation}
f(E)=\frac{0.40}{100}+\sum_i\frac{w_i}{40}
\left[1+\cos\frac{\pi(E-c_i)}{20}\right],
\end{equation}
in eV$^{-1}$. Each cosine term is present for $|E-c_i|<20$ eV, with weights $w=0.25,0.35$ and centres $c=70,130$ eV.

At 70 eV the background contributes $0.40\times20/100=0.080$ and half the first peak contributes 0.125. Thus $F=0.205$, and the rising waveform reaches $70-1.5=68.5$ V at $0.205\times10/2=1.03\,\mu$s. Bisection on the integrated density gives the first half of the cycle:
\begin{center}
\begin{tabular}{cc|cc}
$t$ ($\mu$s) & $V$ (V) & $t$ ($\mu$s) & $V$ (V)\\ \hline
0.0 & 48.5 & 3.0 & 121.1\\
0.5 & 61.7 & 3.5 & 126.4\\
1.0 & 68.2 & 4.0 & 131.1\\
1.5 & 74.6 & 4.5 & 136.5\\
2.0 & 86.1 & 5.0 & 148.5\\
2.5 & 110.9 & &
\end{tabular}
\end{center}

The Bohm speed is 2.69 km/s and $\lambda_D=91\,\mu$m. Equation (\ref{eq:child}) gives a sheath 0.58 mm thick at the lowest voltage and 1.35 mm at the highest. Numerical integration gives transit times of 74 and 111 ns, about one hundredth of the period.

Between the peaks, at 100 eV, $f=0.0040$ eV$^{-1}$. The slew is $2/(10\times0.0040)=50$ V/$\mu$s. With $\theta=0.060\,\mu$s the local lag is $50\times0.060=3.0$ eV.

To include the ion inertia, 12,000 argon ions were launched at equal time intervals over one cycle from a fixed plane just outside the thickest sheath. Their equations of motion were integrated in the moving Child potential with a step of 0.4 ns. The fractions reaching the wall were:
\begin{center}
\begin{tabular}{ccc}
Energy (eV) & Target & Orbits\\ \hline
50--70 & 0.205 & 0.205\\
70--90 & 0.205 & 0.204\\
90--110 & 0.080 & 0.080\\
110--130 & 0.255 & 0.256\\
130--150 & 0.255 & 0.255
\end{tabular}
\end{center}

For a single measure of error, sort the wall energies and take the mean absolute difference from the target energies of equal rank. For the mirrored waveform it is 0.046 eV at $10\,\mu$s and 0.013 eV at $20\,\mu$s. For the sawtooth it is 1.04 and 0.54 eV. Doubling the period, with all else fixed, thus lowers the errors as $T^{-1.85}$ and $T^{-0.94}$, near the predicted powers 2 and 1. The smallest of these errors is not converged in its last digit: with a step of 0.25 ns and the wall energy interpolated between launch times, the mirrored error at $20\,\mu$s falls to 0.012 eV and its exponent rises to about 1.9, while the sawtooth values do not change.

These errors belong to the prescribed Child potential. If the ions' own space charge is allowed to follow the changing voltage, with a sharp electron edge, the mirrored errors rise to about 0.25 eV at $10\,\mu$s and 0.08 eV at $20\,\mu$s. The sawtooth errors become about 1.1 and 0.6 eV. The mirrored cycle remains better, but its very small errors above should not be read as the accuracy of a real sheath.

The 3 eV lag and the 0.046 eV distribution error do not conflict. The lag belongs to one ion on one branch, whereas the distribution combines two branches with opposite lags.

\section{Choosing the period and shape}

For a permitted lag $\delta E$ at a given energy, equation (\ref{eq:slew}) gives
\begin{equation}
T\ge\frac{2\theta}{f\,\delta E}.
\label{eq:period}
\end{equation}
In the example, 2 eV at 100 eV requires $2\times0.060/(0.0040\times2)=15\,\mu$s. This rule controls the lag of individual ions. It is more demanding than the mean distribution error found above for the mirrored cycle, but it is the relevant one when energy must be known as a function of time. A sawtooth has $du/dt=1/T$, so the same lag needs only half this period; its distribution, however, also keeps the first-order flux error.

Within this model, the analysis supports the following choices:
\begin{itemize}
\item Prefer the mirrored cycle when only the period-averaged distribution matters.
\item Evaluate (\ref{eq:period}) where $\theta/f$ is largest. In the example this is near the upper end, 150 eV, where a 2 eV lag requires about $17\,\mu$s. A small background between peaks permits a shorter period than an almost empty gap does.
\item Compute $|\dot s|/u_B$ over the cycle. Its largest value in the example is 0.17 for the Child sheath, and about 0.2 for the fuller sheath model of the last section.
\item Keep the lowest voltage many times $T_e$. Near $T_e$, electrons inside the sheath invalidate the Child profile.
\end{itemize}

\section{Current balance}

Positive ions arrive throughout the cycle. At 48.5 V the repelled electrons carry about $10^{-5}$ of the ion current, so the example needs its dc return.

With a blocking capacitor the voltage must fall for part of each cycle until enough electrons reach the wall. Consider a full collapse to $V=0$, with the mean ion flux still taken as $\Gamma_0$. Electrons with a Maxwellian distribution of density $n_s$ then have the one-way flux $n_s\bar v/4$, where $\bar v=\sqrt{8eT_e/(\pi m)}$ and $m$ is the electron mass. Balance over a cycle requires the time fraction
\begin{equation}
\delta=\frac{4u_B}{\bar v}
=4\sqrt{\frac{\pi m}{8M}}
=\sqrt{\frac{2\pi m}{M}} .
\end{equation}
For argon this is 0.93\%, or 93 ns in $10\,\mu$s. That is comparable with the transit time, so the slow formula does not describe the ions during the collapse. Some low-energy ions must be accepted in the target.

An insulating film also charges. The ion current density is 0.863 mA/cm$^2$. On a $1\,\mu$m oxide with a rough relative permittivity of 3.9, the voltage across the film changes by
\begin{equation}
\Delta V=\frac{en_su_BT\,d}{\epsilon_0\epsilon_r}=2.5\ \hbox{V}
\end{equation}
per cycle, where $d$ is the film thickness. Without electron return this accumulates and lowers the sheath voltage, even if the metal beneath has a dc connection.

\section{The example beside a real plasma}

The density, temperature and bias are rough values for a low-pressure inductive argon plasma used for ion-assisted etching; 2 mTorr is towards the low end of pressure. With a rough ion--atom cross section of $10^{-14}$ cm$^2$, the mean free path is 20.7 mm. The colliding fraction in the thickest Child sheath is $1-\exp(-1.35/20.7)=6.3\%$. Such ions generally arrive with less energy, so collisions can shift bin populations by several per cent of their values, more than ion inertia does in the table of orbits above, and comparable with the shifts of up to 3\% that inertia produces at $10\,\mu$s when the ions' space charge follows the voltage. Higher pressure makes this worse. Insulating wafers break the assumption of a dc return, with the consequences just calculated.

The Child model also omits electrons near the sheath edge and neglects the entry speed in the ion density. With $\eta=\psi/T_e$, cold ions entering at $u_B$ and Boltzmann electrons, Poisson's equation integrates once to
\begin{equation}
\tfrac12\lambda_D^2\eta'^2=\sqrt{1+2\eta}+e^{-\eta}-2 .
\end{equation}
At the highest voltage, numerical integration from $\eta=1$ to the wall gives a layer 1.7 mm thick, against 1.3 mm for the same voltage interval in the Child model. The colliding fraction in the thicker layer is about 8\%. The lag grows less than the thickness. When the voltage changes slowly, the profile moves rigidly with the sheath edge, so at fixed height $\partial\psi/\partial V=\psi'/\psi'_w$, where $\psi'_w$ is the field at the wall. Integrating this along the orbit gives
\begin{equation}
\theta=\int\frac{\psi'}{\psi'_w}\,dt=\frac{1}{\psi'_w}\int_0^V\frac{d\psi}{v}
=\frac{M(v_w-u_B)}{e\psi'_w}.
\end{equation}
For ions landing with 100 eV, $\psi'_w$ falls from $4.03\,T_e/\lambda_D$ in the Child model to $3.51\,T_e/\lambda_D$. Including the entry speed alone would give $3.79\,T_e/\lambda_D$; the electrons account for the rest. The lag therefore grows by a factor of 1.15, and the $15\,\mu$s estimate becomes about $17\,\mu$s. The slow-limit waveform itself does not depend on the thickness; the period needed to approach that limit does.
